Sheet resistance from four equally spaced needles on a thin film

## First derivation: current spreading in a sheet

A chromium film on a round glass wafer is being thinned by wet etching, and the target is a thickness of 60 nm. The wafer has been rinsed, dried and measured with four needles in a row. A current of 10.0 mA passes through the outer needles, and the voltage between the inner ones is 9.0 mV. Someone must now decide whether the wafer goes back into the bath.

The quotient of voltage and current is 0.90 Ω. To turn it into a thickness one needs the resistance of a square piece of the film, and the quotient is not that resistance. The current enters at a point, spreads out, and gathers again at another point, so a numerical factor stands between the two. For equal spacing on a wide, thin film the factor is π/ln 2, about 4.532. With a resistivity known from elsewhere, leaving it out would make the calculated thickness 4.532 times too large, and the film would seem far from finished.

**Assumptions and sheet resistance**

The film has thickness t and resistivity ρ, the same everywhere and in all directions. It obeys Ohm's law, lies on an insulating substrate, and extends without limit in the plane. The current is steady. The needles touch at points, numbered 1 to 4 along a straight line, with spacing s between neighbours. Current I enters the film at needle 1 and leaves at needle 4. The voltmeter draws no current and reads V = φ₂ − φ₃, where φ is the electric potential. Needle 2 is nearer the entry point, so V is positive when I is positive.

This first derivation also assumes that t is so much smaller than s that the current flows parallel to the film and evenly over its depth. The second derivation examines that assumption.

Ohm's law for the current density J is J = E/ρ, with E the electric field. Since E is the same at all depths, integrating J over the thickness gives the current per unit width, K:

K = tE/ρ

The sheet resistance is defined by R_s = ρ/t, so that

E = R_s K

Its meaning follows from a square of side a that carries a current I evenly from one edge to the opposite edge. The current per unit width is I/a, the field is R_s I/a, and the voltage over the length a is

(R_s I/a) a = R_s I

The side has cancelled. A square of any size has resistance R_s, which is why the unit is written ohm per square. A rectangle of length L and width W has resistance R_s L/W by the same argument.

**One needle**

Suppose first that current I enters at one needle and is collected evenly, very far away. No charge accumulates in a steady state, so the whole current I crosses each circle drawn around the needle. The film is uniform and isotropic and the collection is even, so no direction is preferred. The current is therefore radial and evenly spread over the circumference 2πr:

K = I/(2πr)

E = I R_s/(2πr)

The potential falls in the direction of the field, dφ/dr = −E. Integration from a reference distance r₀ gives

φ(r) − φ(r₀) = −(I R_s/2π) ln(r/r₀)

The logarithm has no finite limit as r grows, so a single needle on an infinite film has no potential relative to infinity. This causes no difficulty, because the instrument reads a potential difference and has a second current needle.

**Two current needles**

Ohm's law and current conservation are linear in φ and K. The potentials of two sources can therefore be added. Needle 4 removes current, so its contribution has the opposite sign. Let r₁ and r₄ be the distances from a point of the film to needles 1 and 4. Then

φ = −(I R_s/2π) ln(r₁/r₀) + (I R_s/2π) ln(r₄/r₀)

The reference distance cancels:

φ = (I R_s/2π) ln(r₄/r₁)

Far from both needles r₄/r₁ approaches 1 and the potential approaches zero. A large circle around both needles is crossed by no net current, as it must be when everything that enters at needle 1 leaves at needle 4.

No other field satisfies the same conditions, provided the potential grows no faster than a logarithm at the needles; this excludes a point dipole, which carries no net current. Suppose there were two such solutions with the same point currents and with fields that vanish far away. Their difference would have no sources, so its potential would obey Laplace's equation over the whole plane, and so would each component of its field. A function that obeys Laplace's equation has at the centre of a circle the average of its values on the circle. Letting the radius grow makes that average zero. The difference field is then zero at each point.

**The voltage between the inner needles**

Write r₁₂ for the distance between needles 1 and 2, and likewise for the other pairs. The two inner potentials are

φ₂ = (I R_s/2π) ln(r₂₄/r₁₂)

φ₃ = (I R_s/2π) ln(r₃₄/r₁₃)

Subtracting logarithms divides their arguments, so

V = (I R_s/2π) ln[r₁₃ r₂₄/(r₁₂ r₃₄)]

For equal spacing r₁₃ = r₂₄ = 2s and r₁₂ = r₃₄ = s. The argument is (2s)(2s)/(s·s) = 4, and ln 4 = 2 ln 2. Therefore

V = (ln 2/π) I R_s

R_s = (π/ln 2) V/I

The same voltage follows from the field along the line of needles, which shows where the logarithm comes from. Let x be the distance from needle 1 towards needle 4. The source pushes current towards larger x, and the sink pulls it the same way, so both terms are positive:

E = (I R_s/2π)[1/x + 1/(3s − x)]

The inner needles are at x = s and x = 2s. The first term integrates to ln(2s) − ln s = ln 2. The second integrates to −ln(s) + ln(2s) = ln 2. Each current needle supplies half of the voltage. Numerical integration of this field gives V/(I R_s) = 0.220636, the same as ln 2/π to the digits shown.

The spacing has dropped out. If all distances are doubled, the current per unit width at corresponding points is halved, while the path between the inner needles is twice as long. The two changes cancel.

The factor belongs to the arrangement of the needles. The distance formula for V holds for any four points in the plane, since the straight line was not used in deriving it. For needles at the corners of a square of side s, numbered in order around it, needles 1 and 4 are neighbours. Then r₁₂ = r₃₄ = s and r₁₃ = r₂₄ = √2 s. The argument of the logarithm is 2, and R_s = (2π/ln 2) V/I.

**Needles that are slightly out of place**

A real probe does not land with perfect spacing. Let the needles be displaced along the line by small amounts δ₁ to δ₄, positive towards needle 4. The logarithm in the voltage is

Λ = ln r₁₃ + ln r₂₄ − ln r₁₂ − ln r₃₄

A small change in a distance r changes ln r by the change divided by r. To first order,

δΛ = (δ₃ − δ₁)/(2s) + (δ₄ − δ₂)/(2s) − (δ₂ − δ₁)/s − (δ₄ − δ₃)/s

Collecting the terms for each needle gives

δΛ = (δ₁ − 3δ₂ + 3δ₃ − δ₄)/(2s)

The inner needles matter three times as much as the outer ones. The coefficients add up to zero, so moving the whole probe has no effect. A uniform stretch, with displacements in the ratio 0:1:2:3, also gives zero because −3 + 6 − 3 = 0. This agrees with the independence from s. Small sideways displacements change the distances only in second order, by the theorem of Pythagoras.

The relative change of V is δΛ/ln 4. If the four displacements are independent and each has standard deviation d, their squared contributions add:

(1 + 9 + 9 + 1) d²/(4s²) = 5d²/s²

The relative standard deviation of V, and of the R_s calculated from it, is then

√5 d/(s ln 4)

For s = 1.0 mm and a rough d of 10 μm this is 2.236 × 0.010/1.386, or 1.61 %. A test with 200,000 sets of normally distributed displacements, using the full logarithm, also gave 1.61 %.

**A round film instead of an infinite one**

Let the film be a disc of diameter D and radius b = D/2, with the probe centred on it. No current can cross the rim. The outer needles are at distance c = 3s/2 from the centre.

The rim condition can be met by adding an image source outside the disc, on the same ray as needle 1, at distance h = b²/c from the centre. It has the same sign and strength as needle 1. To see that this works, take a rim point at angle θ from the ray. Apart from the factor I R_s/2π, the outward field there due to the needle is

(b − c cos θ)/(b² + c² − 2bc cos θ)

For the image, c is replaced by b²/c. Multiplying numerator and denominator by c²/b² turns its contribution into

(c²/b − c cos θ)/(b² + c² − 2bc cos θ)

The two numerators add up to (b² + c² − 2bc cos θ)/b, so the sum of the fields is 1/b, the same all around the rim. Needle 4 and its image give −1/b. The total outward field is zero, as required.

The images act on the inner needles, which lie at distance s/2 on either side of the centre. The image source raises φ₂ above φ₃, and the image sink does the same. Together they add to V the amount

(I R_s/π) ln[(h + s/2)/(h − s/2)]

Here h = (D²/4)/(3s/2) = D²/(6s). Multiplying the numerator and denominator inside the logarithm by 6s gives

V = (I R_s/π){ln 2 + ln[(D² + 3s²)/(D² − 3s²)]}

The extra term is positive because the rim keeps in the film current that would have flowed further out. If the infinite-film factor is used all the same, R_s comes out too high. For D = 100 mm and s = 1.0 mm the excess is 0.087 % of R_s. As a test, the rim condition was also solved by a Fourier series, without images, for D/s = 5, 10 and 100. The values of V/(I R_s) agreed within 10⁻⁹.

The centred position matters. If all four needles stood on the straight edge of a half-infinite film, each current would spread over a half circle, K would be I/(πr), and V would be twice the infinite-film value.

## Second derivation: a slab of finite thickness

The symbols are those used above: resistivity ρ, thickness t, sheet resistance R_s = ρ/t, needle spacing s, current I from needle 1 to needle 4, and inner voltage V = φ₂ − φ₃. The first derivation took the current to be even over the depth and gave R_s = (π/ln 2) V/I. Needle displacements of standard deviation 10 μm at s = 1.0 mm gave an error of 1.61 % in R_s.

The second derivation starts in three dimensions. The needles touch the top surface of a uniform slab, and the current is free to spread downwards as well as sideways.

**From a deep block to a slab**

Consider first a block of unlimited depth. Current I from one needle spreads over half spheres of area 2πr², so the current density is I/(2πr²) and the field is ρI/(2πr²). Integrating inwards from infinity gives

φ = ρI/(2πr)

In a slab the bottom surface, at depth t, must also carry no normal current. This is achieved by placing equal images of the needle at heights 2nt, where n runs over all positive and negative integers and n = 0 is the needle itself. The set is symmetric about the top surface. Reflection in the bottom surface sends the depth 2nt to 2t − 2nt = 2(1 − n)t, which is again a member of the set. A symmetric set of equal sources produces no field normal to its plane of symmetry, so both surfaces are insulated.

The sum for one needle diverges, as the logarithm did. For the source and sink together it converges:

φ = (ρI/2π) Σ [1/√(r₁² + 4n²t²) − 1/√(r₄² + 4n²t²)]

At needle 2, r₁ = s and r₄ = 2s. At needle 3 the two distances are exchanged and the potential changes sign. Hence

V = (ρI/π) T

T = Σ [1/√(s² + 4n²t²) − 1/√(4s² + 4n²t²)]

If t is much larger than s, the term n = 0 dominates and T = 1/s − 1/(2s) = 1/(2s). Then V = ρI/(2πs), the result for a deep block, which does depend on the spacing.

**The thin limit**

Define u = 2nt and

f(u) = 1/√(s² + u²) − 1/√(4s² + u²)

Successive values of u differ by 2t, so 2tT is the sum of f times the step. For a small step it approaches the integral of f. With a finite limit U,

∫ du/√(a² + u²) from −U to U = 2 ln{[U + √(U² + a²)]/a}

Taking a = s and subtracting the same expression with a = 2s gives

2 ln{2[U + √(U² + s²)]/[U + √(U² + 4s²)]}

As U grows, the ratio of the brackets approaches 1 and the integral approaches 2 ln 2. Therefore T = ln 2/t and

V = ρI ln 2/(πt) = (ln 2/π) I R_s

This is the earlier result.

The error of replacing the sum by the integral can be bounded. The derivative of f is −u[(s² + u²)^(−3/2) − (4s² + u²)^(−3/2)], which is negative for positive u. Thus f falls steadily on both sides of its peak, and the sum differs from the integral by at most one step times the peak height, 2t × 1/(2s) = t/s. Relative to 2 ln 2, the error of V is at most 0.72 t/s.

The actual error is far smaller. Direct summation gives a voltage above the thin-film value by 8.5 % at t = s, 0.26 % at t = s/2 and 0.000014 % at t = s/5. The reason lies in how quickly the current evens out over the depth. The slowest uneven pattern allowed by the two insulated surfaces varies as cos(πz/t), with z the depth. Laplace's equation makes it decay with distance r roughly as exp(−πr/t)/√(r/t). Going from t = s to t = s/2 at r = s should multiply the excess by about exp(−π)/√2 = 0.031, and the summed values have the ratio 0.26/8.5 = 0.031.

**What each derivation assumes**

Both derivations need a linear, isotropic and wide film, an insulating substrate, small contacts and a voltmeter without current. They differ in their treatment of depth.

The first assumes from the start that the field is the same at all depths. In return, it does not need a uniform resistivity over the depth. If the layers of a film are in good contact and share the same in-plane field, their currents add, and 1/R_s is the integral of 1/ρ over the depth. The factor π/ln 2 is unchanged, but R_s alone no longer gives the thickness.

The second assumes a resistivity uniform over the depth, and derives the evenness of the current. It therefore says how thin the film must be, and it also covers the deep block.

A third calculation uses neither logarithms nor image sources. Replace the film by an infinite square network with a resistor R between neighbouring nodes. For an even current along one direction, each row carries the current of a strip one node spacing wide, so the sheet resistance is R. Kirchhoff's current law at a node says that four times its potential, minus the four neighbouring potentials, equals R times the current fed in. For waves with phase steps p and q per node, the left side multiplies the potential by 4 − 2 cos p − 2 cos q. One source thus lowers the potential, from its own node to a node m steps along the row, by IR g(m), where

g(m) = (1/4π²) ∬ (1 − cos mp)/(4 − 2 cos p − 2 cos q) dp dq

and both integrals run from −π to π. With needles n nodes apart, the source and the sink each contribute g(2n) − g(n), so V/(IR) = 2[g(2n) − g(n)]. Its numerical value is 0.226760 for n = 1, 0.220840 for n = 10 and 0.220644 for n = 50, approaching ln 2/π = 0.220636.

**The chromium film**

The film had a first reading of 5.5 mV before etching and has 9.0 mV now, both at 10.0 mA. These readings are chosen for the example. The sheet resistances are

before: 4.532 × 0.55 Ω = 2.493 Ω per square

after: 4.532 × 0.90 Ω = 4.079 Ω per square

The resistivity is taken as 25 μΩ cm, a rough value for a thin chromium film, assumed to be calibrated on the starting film. It equals 250 Ω nm. With t = ρ/R_s,

before: 250/2.493 = 100.3 nm

after: 250/4.079 = 61.3 nm

The etch has removed 39.0 nm if the resistivity stayed fixed. Initially t/s was 1.0 × 10⁻⁴, so the bound above puts the thickness error of the formula below 0.01 %.

The resistivity need not stay fixed, because electrons also lose their drift at the surfaces. Let λ be their mean free path inside the metal, and let both surfaces scatter them in random directions. In a free-electron picture, an electron at depth z whose path makes an angle of cosine u with the film normal left the surface a distance z/u earlier. The chance of travelling a distance x without a collision is exp(−x/λ), so the mean distance over which it has gained drift is

∫ exp(−x/λ) dx from 0 to z/u = λ[1 − exp(−z/(λu))]

The lost fraction is exp(−z/(λu)). Its average over the depth is λu/t when t is much larger than λ. Electrons coming from the other surface give the same average. Directions count in proportion to the squared velocity component along the field, which averages around the normal to a weight 1 − u². The total lost fraction is

(λ/t) ∫ u(1 − u²) du/∫ (1 − u²) du = (λ/t)(1/4)/(2/3) = 3λ/(8t)

with u from 0 to 1. The film conducts as if it were thinner by 3λ/8. For λ = 6 nm this is 2.25 nm. This λ is an assumed value. In the free-electron picture, one free electron per chromium atom and the resistivity used here give λ of about 2.7 nm, and the correction would be smaller in proportion. At fixed λ, R_s(t − 2.25 nm) stays constant during the etch, and the final thickness becomes

2.25 + (100.3 − 2.25) × 2.493/4.079 = 62.2 nm

The removed thickness is then 38.1 nm. Surfaces that reflect electrons like mirrors would leave the first values unchanged, so the two results mark the range of this model, for λ = 6 nm, between mirror-like and fully random surfaces.

**Sizes of the other errors**

The needle error of 1.61 % is the largest of the estimated errors in R_s. It amounts to 1.0 nm in the final thickness if ρ is known exactly. If ρ comes from a single landing on the starting film, that landing adds an independent error of the same relative size, and the total is √2 times as large, or 1.4 nm. The others, as fractions of R_s or of the reading, are smaller:

- A temperature difference of 2 K, with a rough coefficient of 0.001 per K, changes R_s by 0.20 %.
- A steady thermoelectric offset of 5 μV is 0.09 % of the first reading. Reversing the current and taking half the difference of the two readings removes it.
- The rim of the 100 mm wafer adds 0.087 % if the probe is centred.
- A round metal contact of radius a in a field E adds a potential of about Ea²/r at distance r. Compared with Es, this is of order (a/s)² at r = s, or 0.01 % for a = 10 μm. For the coefficient, take s = 1 and units of I R_s/2π. The field is 3/2 at each inner needle, and the two dipoles there lower V by 3a². The field of the other current needle is 1/3 at each outer needle, and those two dipoles raise V by a²/3. For equipotential contacts V therefore falls by (8/3)(a/s)²/ln 4, about 1.9 (a/s)², or 0.02 %.
- The voltage between the two current contacts is (I R_s/π) ln(3s/a), so the film after etching dissipates 0.74 mW. Assigning half of this to each current needle, on glass much thicker than the needle spacing and with heat conductivity 1 W/(m K), gives about 0.09 K at an inner needle and a change of 0.009 %. Heat made in the contact resistance is left out. A 100 mm wafer is usually not thicker than the needle spacing, so the actual rise is smaller on a metal chuck and can be a few times larger with air behind the glass; the change of R_s then stays within a few hundredths of a per cent.

**The real film and the decision**

A chromium layer of about 100 nm on glass is a realistic case, as in photomasks, and the glass meets the assumption of an insulating substrate well. The assumption most open to doubt is the single resistivity. Bulk chromium has roughly half the value used here, and the value for a film depends on how it was deposited and on the oxygen or nitrogen it contains. The calculated thickness is proportional to ρ, so a resistivity wrong by 10 % moves 61.3 nm by about 6 nm, more than all the errors listed above. Surface oxide conducts poorly and is largely missing from the electrical thickness. A measurement in the bath would add a parallel path through the liquid, which is why the wafer was rinsed and dried.

For a target of 60 nm, the calculated excess is 1.3 nm with fixed resistivity and 2.2 nm with random surface scattering, against a needle error of 1.0 nm. Even if the calibration of ρ can be trusted to about 1 %, which is 0.6 nm, the smaller excess is only about as large as the combined error. The best estimate favours a short further etch, but one landing of the probe does not settle whether it is needed. Since etching cannot be undone, the wafer should be measured again before it goes back into the bath. Averaging several landings reduces the part of the needle error that changes from landing to landing. It does not reduce a fixed error in the relative spacing of the needles. That error cancels if ρ was calibrated with the same probe on the starting film, whose thickness was measured in another way. Otherwise it must be found with a reference film of known sheet resistance. The values used here are listed in the numerical output below.

Numbers as computed

```
Factor pi/ln2: 4.53236 (no unit)
Ideal V/(I R_s), ln2/pi: 0.220636 (no unit)
V/(I R_s) by field integral: 0.220636 (no unit)
Resistor network, spacing 1 nodes: 0.226760 (no unit)
Resistor network, spacing 10 nodes: 0.220840 (no unit)
Resistor network, spacing 20 nodes: 0.220686 (no unit)
Resistor network, spacing 50 nodes: 0.220644 (no unit)
Slab excess of V at t/s = 1.0: 8.5 %
Slab excess of V at t/s = 0.5: 0.26 %
Slab excess of V at t/s = 0.2: 1.4e-05 %
Cr resistivity, rough: 25.0 microohm cm
Needle spacing: 1.0 mm
Current: 10.0 mA
Voltage before etch: 5.5 mV
Voltage after etch: 9.0 mV
Sheet resistance before: 2.493 ohm/square
Sheet resistance after: 4.079 ohm/square
Thickness before: 100.3 nm
Thickness after, fixed resistivity: 61.3 nm
Removed, fixed resistivity: 39.0 nm
Example t/s before etch: 1.00e-04
Needle position error, rough: 10 um
R_s error from needles, formula: 1.61 %
R_s error from needles, random trials: 1.61 %
Wafer diameter: 100 mm
R_s excess from wafer edge: 0.087 %
Contact radius, rough: 10 um
Order of contact-size effect: 0.01 %
Temperature coefficient, rough: 1.0e-03 1/K
Temperature difference: 2.0 K
R_s change from temperature: 0.20 %
Glass heat conductivity, rough: 1.0 W/(m K)
Film heating power after etch: 0.74 mW
Heating at inner needle, estimate: 0.09 K
R_s change from heating: 0.0088 %
Thermoelectric offset, rough: 5 uV
Offset share of first reading: 0.09 %
Electron mean free path, rough: 6.0 nm
Lost conducting thickness: 2.25 nm
Thickness after, corrected: 62.2 nm
Removed, corrected: 38.1 nm
```
